Lognormal removal stresses from particle removal efficiencies at two wall shears

**Question**

After polishing, wafer samples carry residual particles of about 1000 nm diameter. Two samples with the same particle population are rinsed in laminar water flow for equal times and with the same chemistry. Each carries N = 1000 counted particles before rinsing. The removal efficiency E is the fraction of this initial number that has gone afterwards:

E₁ = 0.30 at wall shear stress t₁ = 20 Pa
E₂ = 0.90 at wall shear stress t₂ = 100 Pa

Assume that each particle has its own critical stress t_c. It leaves if the applied stress t exceeds t_c and stays otherwise. The stress is uniform over a sample and no detached particle settles again. Over the population, ln t_c is normally distributed with mean ln t₅₀ and standard deviation s > 0. Natural logarithms are used throughout, and a logarithm of a stress means that of its value in Pa. The standard normal density and its integral are

φ(x) = exp(−x²/2)/√(2π), Φ(z) = ∫ φ(x) dx from −∞ to z.

The data are round numbers, chosen for the exercise.

**(a)** Derive the removal efficiency E(t).

**Answer.** The particles removed at stress t are those with t_c < t. Since ln t_c is normal, the density of t_c is

p(t_c) = exp{−[ln(t_c/t₅₀)]²/(2s²)} / (t_c s √(2π)).

The factor 1/t_c comes from d(ln t_c) = dt_c/t_c. Hence

E(t) = ∫ p(t_c) dt_c from 0 to t.

Substitute x = ln(t_c/t₅₀)/s, so that dx = dt_c/(s t_c). The prefactor 1/(s t_c) is absorbed into dx. The lower limit 0 becomes −∞, and the upper limit becomes ln(t/t₅₀)/s. Therefore

E(t) = Φ(ln(t/t₅₀)/s).

At t = t₅₀ the argument is zero and E = 1/2, so t₅₀ is the median critical stress. For very small s the curve approaches a step at t₅₀; a large s spreads removal over a wide range of stresses.

**(b)** Find s and t₅₀ from the two measurements, state when the solution exists, and evaluate it.

**Answer.** Φ increases strictly from 0 to 1, so each efficiency strictly between these values has one normal score z = Φ⁻¹(E). Applying Φ⁻¹ to the result of (a) gives

s z₁ = ln t₁ − ln t₅₀
s z₂ = ln t₂ − ln t₅₀.

Subtracting the first line from the second removes t₅₀:

s (z₂ − z₁) = ln t₂ − ln t₁ = ln(t₂/t₁)

s = ln(t₂/t₁)/(z₂ − z₁).

The first line then gives ln t₅₀ = ln t₁ − s z₁, or

t₅₀ = t₁ exp(−s z₁).

For t₁ < t₂ a finite positive s requires z₂ > z₁, that is, 0 < E₁ < E₂ < 1. The two equations then have one solution. If the measured efficiencies are equal or in reverse order, no finite positive width fits them. An efficiency of 0 or 1 has no finite score and supplies at most a bound.

Here z₁ = −0.5244 and z₂ = 1.2816. The first is negative because fewer than half the particles left at 20 Pa. Thus

s = 1.6094/1.8060 = 0.891

t₅₀ = (20 Pa) exp(0.8912 × 0.5244) = 31.9 Pa.

One standard deviation in ln t_c corresponds to a factor exp(s) = 2.44. The central 68 percent of the critical stresses therefore lie between about 13 and 78 Pa.

**(c)** Find the mean critical stress and the stress predicted to remove 99 percent of the particles. Can the median be found by linear interpolation of E against t?

**Answer.** Write t_c = t₅₀ exp(sx), with x distributed according to φ. The mean is

⟨t_c⟩ = t₅₀ ∫ exp(sx) φ(x) dx from −∞ to ∞.

Completing the square in the exponent,

sx − x²/2 = s²/2 − (x − s)²/2.

The second term gives a normal density shifted by s, whose integral is 1. What remains is

⟨t_c⟩ = t₅₀ exp(s²/2) = 47.5 Pa.

The mean exceeds the median because strongly held particles form a long upper tail.

For a target efficiency q with score z_q = Φ⁻¹(q), part (a) gives ln(t_q/t₅₀) = s z_q, hence

t_q = t₅₀ exp(s z_q).

With z_q = 2.3263 for q = 0.99,

t₉₉ = (31.91 Pa) exp(0.8912 × 2.3263) = 254 Pa.

Linear interpolation to E = 0.5 would give

20 Pa + (80 Pa)(0.20/0.60) = 46.7 Pa,

where the fitted law predicts an efficiency of 0.665, not 0.5. In this model the straight line is z against ln t, not E against t.

**(d)** The counts are subject to chance. Find the standard errors of s, t₅₀ and t₉₉ to first order, treating the particles as independent and the initial counts as error-free.

**Answer.** The number removed from each sample is binomial, so var E_i = E_i(1 − E_i)/N. From Φ(z_i) = E_i it follows that φ(z_i) dz_i = dE_i. The variance of the score is therefore

v_i = E_i(1 − E_i)/[N φ(z_i)²],

which gives √v₁ = 0.0417 and √v₂ = 0.0541.

Let D = z₂ − z₁ and L = ln(t₂/t₁), so s = L/D. Then

∂s/∂z₁ = L/D² = s/D, ∂s/∂z₂ = −L/D² = −s/D.

The samples are separate, so their errors are independent and the variances add:

var s = s²(v₁ + v₂)/D².

For any target efficiency, combining (b) and (c) gives

ln t_q = ln t₁ + s(z_q − z₁) = ln t₁ + L(z_q − z₁)/D.

Since ∂D/∂z₁ = −1 and ∂D/∂z₂ = 1, the quotient rule yields

∂ln t_q/∂z₁ = L[−D + (z_q − z₁)]/D² = s(z_q − z₂)/D

∂ln t_q/∂z₂ = −L(z_q − z₁)/D² = −s(z_q − z₁)/D.

Consequently

var ln t_q = s²[(z_q − z₂)² v₁ + (z_q − z₁)² v₂]/D².

The median is the case z_q = 0. The standard errors are 0.034 for s, 0.030 for ln t₅₀ and 0.079 for ln t₉₉. Multiplying the last two by the corresponding stress gives

s = 0.89 ± 0.03, t₅₀ = 31.9 ± 1.0 Pa, t₉₉ = 254 ± 20 Pa.

The score of 0.99 lies outside the measured interval. There the error of z₂ enters with the factor (z_q − z₁)/D, which exceeds 1, and this makes t₉₉ less certain than t₅₀. In a simulation of 200 000 pairs of binomial counts with these inputs, the three standard errors were 0.0339, 0.0299 and 0.0795. They agree with the first-order values to within 1 percent.

**(e)** Suppose instead that one sample is rinsed first at 20 Pa and then at 100 Pa. The first rinse removes 30 percent of the particles, and the second removes a fraction h = 0.857 of the survivors. What should be entered as E₂?

**Answer.** The fraction left after the first rinse is 1 − E₁, and after the second it is (1 − E₁)(1 − h). The efficiency referred to the initial number is therefore

E₂ = 1 − (1 − E₁)(1 − h) = 1 − 0.70 × 0.143 = 0.90.

The result of (b) is recovered, provided the first rinse and the waiting time leave the survivors' critical stresses unchanged. Entering h itself as E₂ would give s = 1.01 and t₅₀ = 34.0 Pa, which are about 13 and 6.5 percent too high relative to (b). The error formulas of (d) do not carry over: both cumulative counts contain the particles removed in the first rinse, so they are not independent.

**(f)** Estimate how the result changes if (i) the local stress varies over the sample, (ii) some detached particles settle again, or (iii) the exposure is ten times longer.

**Answer.** (i) Let the local stress be t exp(gu), with u a standard normal variable independent of t_c and g the same in both runs. With ln t_c = ln t₅₀ + sx, a particle leaves if

sx − gu < ln(t/t₅₀).

The left side is normal with mean zero and variance s² + g². The efficiency keeps its form, but the width found in (b) is √(s² + g²). For an assumed g = 0.20 the true width is

√(0.8912² − 0.20²) = 0.868,

and t₅₀ is unchanged. This takes the quoted stress to be the median local stress. If it is the area mean, the calculation in (c) shows that the mean is exp(g²/2) times the median, so the recovered t₅₀ must be multiplied by exp(−g²/2).

(ii) If a fraction f of the detached particles resettles, the measured efficiency is (1 − f) times the detached fraction. Each E_i must then be replaced by E_i/(1 − f), which requires E₂ < 1 − f. For an assumed f = 0.02 the corrected values are s = 0.847 and t₅₀ = 30.7 Pa. The width falls by 5 percent and the median by 4 percent relative to (b).

(iii) Thermal motion can free a particle below its bare threshold t_b, the critical stress without thermal help. Let the flow exert a torque cR³t on a particle of radius R, and let the particle roll through a contact length d, or an angle d/R, before it is free. The missing torque times this angle is the barrier:

B = cR³(t_b − t)(d/R) = cR²d(t_b − t).

For an escape rate ν exp(−B/kT), half of such particles have left after time θ when νθ exp(−B/kT) = ln 2. Solving for the stress,

t = t_b − [kT/(cR²d)] ln(νθ/ln 2).

Tenfold exposure adds ln 10 to the logarithm and lowers each threshold by

Δt = kT ln 10/(cR²d).

With R = 500 nm, T = 298 K and the rough inputs c = 44 and d = 1 nm, Δt is about 0.9 Pa, or 3 percent of t₅₀. Refitting the two efficiencies after tenfold exposure lowers the fitted median by about 1.0 Pa and raises the width by about 2 percent. The full thermal lowering t_b − t is much larger than Δt: about 7 to 9 Pa for a 60 s rinse with ν between 10⁶ and 10⁹ s⁻¹. The fitted median is therefore not the bare threshold and belongs to the exposure time used. Because the shift is the same for all thresholds, a distribution that is lognormal at one exposure time is not strictly lognormal at another.

**(g)** Do the two measurements confirm the lognormal law? Discuss the use of the result for a real wafer rinse.

**Answer.** They do not: two points fix two parameters and leave nothing over for a test. The log-logistic law E/(1 − E) = (t/t_m)^b, with median t_m and exponent b, can also be passed through both points. Its median is 31.3 Pa, 2 percent below the lognormal value, but it predicts 99 percent removal at 355 Pa instead of 254 Pa. This difference of about 100 Pa is five times the counting error of t₉₉. Not every law agrees so closely on the median. The Weibull law E = 1 − exp[−(t/a)^b], with scale a and its own exponent b, gives a median of 35.5 Pa and 99 percent removal at 182 Pa when passed through the same points. Among these three laws the median, which lies between the measured points, differs from the lognormal value by up to 11 percent, and the extrapolated stress for 99 percent removal by up to 40 percent. Measurements at further stresses, including one near the intended working stress, would test whether z against ln t is straight.

The example resembles a laminar rinse of micrometre-sized polishing residues. Its particles are large compared with the residues below 100 nm that also matter in wafer cleaning. With water of density ρ = 1000 kg/m³ and viscosity μ = 1.0 mPa s, the flow speed at height R is about tR/μ. The particle Reynolds number ρtR²/μ² is then 0.025 at 100 Pa, so inertia is weak near the particle and the hydrodynamic load is nearly proportional to t. The flow as a whole must be laminar too. In a flat channel of gap H the mean speed is U = tH/(6μ). If the transition to turbulence is taken at ρUH/μ ≈ 1400, the gap at 100 Pa must stay below about 0.3 mm, where U is about 5 m/s. Among channel flows the example therefore applies only to narrow ones. The thin film of a spin rinse can also be laminar at such stresses. A thin-film estimate for 1 L/min at 2000 rpm gives a film 20 to 60 μm thick and a wall stress rising from about 80 Pa at 3 cm radius to about 130 Pa at 14 cm, so the stress there is not uniform over the wafer. Real rinses can have uneven stress and some resettling; the assumed amounts in (f) move the width by 3 and 5 percent. For R = 50 nm, with c and d unchanged, Δt would be a hundred times larger, about 86 Pa. This cannot be compared with the present t₅₀: a 50 nm particle with a bare threshold of 32 Pa would have a barrier below kT even without flow and would not stay attached. Smaller particles that do adhere have higher thresholds. If the adhesion force scales with R at a fixed lever arm, the threshold also rises a hundredfold and the relative shift stays near 3 percent. The importance of exposure time for such particles has to be judged from their own thresholds. Brushes and acoustic agitation add contact forces or oscillating loads, and a critical steady wall shear alone does not describe them. The fitted values should therefore be carried over only to the same particles, surface, chemistry and exposure time. The numerical output lists most of the values at higher precision; the Weibull, channel, spin-rinse and refit values are not among them.

Calculated quantities

```
stresses t1, t2: 20, 100 Pa
efficiencies E1, E2: 0.30, 0.90
normal scores z1, z2: -0.5244, 1.2816
score difference z2 - z1: 1.8060
ln(t2/t1): 1.6094
logarithmic width s: 0.8912
median t50: 31.91 Pa
one-deviation factor exp(s): 2.438
stresses t50/exp(s), t50*exp(s): 13.09, 77.81 Pa
mean critical stress: 47.47 Pa
median by linear interpolation (wrong): 46.67 Pa
efficiency of fitted law at that stress: 0.665
normal score of 0.99: 2.3263
stress for 99 percent removal: 253.7 Pa
particles counted per sample: 1000
standard error of z1, z2: 0.0417, 0.0541
standard error of s, formula: 0.0337
standard error of s, simulated: 0.0339
standard error of ln t50, formula: 0.0298
standard error of ln t50, simulated: 0.0299
standard error of t50: 0.95 Pa
standard error of ln t99, formula: 0.0790
standard error of ln t99, simulated: 0.0795
standard error of t99: 20.1 Pa
second-rinse efficiency on survivors h: 0.8571
width if h is misused as E2: 1.0110
median if h is misused as E2: 33.98 Pa
assumed spread g of local stress: 0.20
width corrected for g: 0.8685
assumed resettling fraction f: 0.02
width corrected for f: 0.8466
median corrected for f: 30.72 Pa
particle radius R: 500 nm
rolling length d (rough): 1.0 nm
torque factor c (rough): 44
temperature: 298 K
threshold drop per tenfold exposure: 0.861 Pa
the same as a share of t50: 2.70 percent
water density (rough): 1000 kg/m3
water viscosity (rough): 1.0 mPa s
particle Reynolds number at t2: 0.0250
log-logistic median: 31.30 Pa
log-logistic stress for 99 percent: 355.2 Pa
```
